\section*{Why short-range hybrids underestimate gaps when electronic screening is weak}

\section{A band alignment with one good side}

Suppose that the barrier between a semiconductor and an oxide dielectric is computed with one short-range hybrid functional. If the functional suits the semiconductor but makes the oxide gap too small, the sum of the two band offsets is too small as well, and with it at least one of the barriers that limit leakage. Raising the fraction of exact exchange until the oxide gap is right changes the semiconductor too. Without knowing what the functional lacks in the oxide, one cannot tell which parameter to change.

A short-range hybrid contains no exact exchange between distant electrons. This is reasonable where other electrons screen the interaction strongly, and poor where they screen it weakly. The missing part opens the gap by about $2\omega/(\sqrt\pi\,\varepsilon_\infty)$ in Hartree atomic units, where $\omega$ is the range parameter of the hybrid and $\varepsilon_\infty$ the electronic dielectric constant. It is a substantial part of the deficit, but not all of it: the exchange fraction at short range matters too. A model kernel and a simple crystal separate the two.

\section{Two kernels}

Atomic units are used in the derivations. The Coulomb interaction is $v(q)=4\pi/q^2$. A hybrid treats the part $f(q)v(q)$ by exact exchange and the rest, $[1-f(q)]v(q)$, by semilocal exchange. For a hybrid of the HSE type,
\begin{equation}
f_{\rm H}(q)=\alpha\left(1-e^{-q^2/4\omega^2}\right),\qquad \alpha=\tfrac14,\quad \omega=0.11\ \text{bohr}^{-1}.
\end{equation}
The benchmark is a hybrid whose fraction follows a model of static electronic screening,
\begin{equation}
f_{\rm M}(q)=1-\left(1-\frac1{\varepsilon_\infty}\right)e^{-q^2/4\mu^2},
\end{equation}
where $\mu$ is an inverse screening length. Correlation is taken to be the same in both hybrids and cancels from their difference.

To read these kernels in real space, note that the charge density $(\lambda^3/\pi^{3/2})e^{-\lambda^2r^2}$ has the Fourier transform $e^{-q^2/4\lambda^2}$ and the potential $\operatorname{erf}(\lambda r)/r$. Poisson's equation multiplies the transform by $4\pi/q^2$, so $v(q)e^{-q^2/4\lambda^2}$ is the transform of $\operatorname{erf}(\lambda r)/r$. The HSE kernel is therefore $\alpha\operatorname{erfc}(\omega r)/r$, and the benchmark kernel is
\begin{equation}
W(r)=\frac1r\left[\frac1{\varepsilon_\infty}+\left(1-\frac1{\varepsilon_\infty}\right)\operatorname{erfc}(\mu r)\right].
\end{equation}
At large distance the benchmark keeps the fraction $1/\varepsilon_\infty$ and HSE keeps none. The benchmark is a model, not an exact theory: it leaves out dynamic screening and the variation of screening within the cell.

\section{What long-range exchange does to a gap}

Let $K(q)$ be any part of the interaction treated by exact exchange. The exchange energy of a Bloch state $\psi_{n\mathbf k}$ is a sum over filled states of the same spin,
\begin{equation}
\Sigma_n=-\sum_{v\mathbf k'}\int\!\frac{d^3q}{(2\pi)^3}K(q)\left|\int\!d^3r\,\psi^*_{n\mathbf k}\,e^{i\mathbf q\cdot\mathbf r}\,\psi_{v\mathbf k'}\right|^2 .
\end{equation}
The inner integral vanishes unless $\mathbf k'=\mathbf k-\mathbf q$ up to a reciprocal-lattice vector. The sum over $\mathbf k'$ thus leaves one term per filled band for each $\mathbf q$, with $\mathbf q$ running over all momentum space:
\begin{equation}
\Sigma_n=-\int\!\frac{d^3q}{(2\pi)^3}K(q)S_n(\mathbf q),\qquad
S_n(\mathbf q)=\sum_v\left|\langle u_{n\mathbf k}|u_{v,\mathbf k-\mathbf q}\rangle\right|^2 .
\end{equation}
Here $u$ is the periodic part of the Bloch state. As $\mathbf q\to0$, the states $u_{v,\mathbf k-\mathbf q}$ become the filled states at $\mathbf k$. Hence $S\to1$ for a valence state and, by orthogonality, $S\to0$ for a conduction state. Long-range exchange lowers the first and hardly touches the second.

Take $K=v(q)e^{-q^2/4\lambda^2}$. The measure becomes
\begin{equation}
\frac{4\pi q^2dq}{(2\pi)^3}\,\frac{4\pi}{q^2}=\frac2\pi\,dq,
\end{equation}
with $S_n$ averaged over directions. Since $\int_0^\infty e^{-q^2/4\lambda^2}dq=\sqrt\pi\,\lambda$, the valence edge moves by $-2\lambda/\sqrt\pi$ at leading order and the conduction edge by zero.

The next term shows when this is accurate. Consider one filled band and nondegenerate edges. The Hamiltonian for $u$ changes by $-\mathbf q\cdot(\mathbf p+\mathbf k)+q^2/2$ when $\mathbf k$ becomes $\mathbf k-\mathbf q$. First-order perturbation theory then mixes state $m$ into the filled state with probability $|\mathbf q\cdot\mathbf p_{mv}|^2/(E_m-E_v)^2$. The directional average of $|\mathbf q\cdot\mathbf p_{mv}|^2$ is $q^2|\mathbf p_{mv}|^2/3$ in a cubic crystal after summing over equivalent directions, and for any crystal when all directions of $\mathbf q$ are averaged. With
\begin{equation}
g_v=\frac13\sum_{m\ne v}\frac{|\mathbf p_{mv}|^2}{(E_m-E_v)^2},\qquad
g_c=\frac13\frac{|\mathbf p_{cv}|^2}{(E_c-E_v)^2},
\end{equation}
each evaluated at its own band edge, the averages are $S_v=1-g_vq^2$ and $S_c=g_cq^2$. Using $\int_0^\infty q^2e^{-q^2/4\lambda^2}dq=2\sqrt\pi\,\lambda^3$,
\begin{equation}
\Sigma_c-\Sigma_v=\frac{2\lambda}{\sqrt\pi}-\frac{4\lambda^3}{\sqrt\pi}(g_v+g_c)+\dots
\end{equation}
The expansion needs $\lambda^2(g_v+g_c)\ll1$. Because $g_v$ and $g_c$ contain squared energy denominators, a narrow gap can spoil it even when the interaction varies slowly over a bond.

\section{What the semilocal functional already contains}

Exact exchange replaces semilocal exchange, so the semilocal shift must be subtracted. I use the local-density form. HSE itself uses a gradient-corrected exchange hole; this matters little for the long-range part but changes the short-range gains computed below by several tenths of an eV. In an electron gas with Fermi wave vector $k_F=(3\pi^2n)^{1/3}$, the exchange energy per volume is $-\iint K(\mathbf k-\mathbf k')$ over both Fermi spheres, each integral carrying $1/(2\pi)^3$; the factor $\frac12$ for double counting has cancelled the factor 2 for spin. Increasing $k_F$ changes both spheres equally, which gives a factor 2. The density $n=2\int d^3k/(2\pi)^3$ carries the same factor. Dividing the two changes gives
\begin{equation}
v_x=-\int_{k'<k_F}\frac{d^3k'}{(2\pi)^3}K(\mathbf k-\mathbf k'),\qquad |\mathbf k|=k_F .
\end{equation}
Put $\mathbf k'=\mathbf k+\mathbf q$. The condition $k'<k_F$ reads $q^2+2k_Fq\cos\theta<0$, which a fraction $\frac12(1-q/2k_F)$ of directions satisfies for $q<2k_F$. Therefore
\begin{align}
v_x^\lambda&=-\frac1\pi\int_0^{2k_F}e^{-q^2/4\lambda^2}\left(1-\frac q{2k_F}\right)dq\nonumber\\
&=-\frac1\pi\left[\sqrt\pi\,\lambda\operatorname{erf}\frac{k_F}\lambda-\frac{\lambda^2}{k_F}\left(1-e^{-k_F^2/\lambda^2}\right)\right].
\end{align}
For $\lambda\ll k_F$ this is $-\lambda/\sqrt\pi+\lambda^2/(\pi k_F)$. Its leading term does not depend on density and moves both edges equally. Compared with semilocal exchange, exact long-range exchange thus lowers the valence edge by $\lambda/\sqrt\pi$ and raises the conduction edge by the same amount.

Define the gain $G(\lambda)$ as the exact-exchange gap shift minus the local one, for fixed orbitals. Then $G(\lambda)=2\lambda/\sqrt\pi+O(\lambda^2)$. The second-order term comes from the local potential, which is less negative where the density is low.

\section{The deficit and its two parts}

To first order the gap is linear in the kernel. The difference of the two fractions is
\begin{equation}
f_{\rm M}-f_{\rm H}=(1-\alpha)+\alpha e^{-q^2/4\omega^2}-\left(1-\frac1{\varepsilon_\infty}\right)e^{-q^2/4\mu^2}.
\end{equation}
Each term corresponds to a gain, the constant to $G(\infty)$. The deficit of HSE relative to the benchmark is
\begin{equation}
D=(1-\alpha)G(\infty)+\alpha G(\omega)-\left(1-\frac1{\varepsilon_\infty}\right)G(\mu).
\label{deficit}
\end{equation}
The same difference can be divided at the range of the hybrid:
\begin{equation}
f_{\rm M}-f_{\rm H}=f_{\rm M}e^{-q^2/4\omega^2}+(f_{\rm M}-\alpha)\left(1-e^{-q^2/4\omega^2}\right).
\end{equation}
The first term is the long-range exchange that HSE omits. The second is the error of using $\alpha$ at short range. In the first term two Gaussians multiply, so $1/\omega'^2=1/\omega^2+1/\mu^2$ and
\begin{equation}
D_L=G(\omega)-\left(1-\frac1{\varepsilon_\infty}\right)G(\omega')\simeq\frac{2\omega}{\sqrt\pi\,\varepsilon_\infty}.
\end{equation}
The last form uses $G\simeq2\lambda/\sqrt\pi$ and $\omega'\simeq\omega$. Since $\omega'\simeq\omega(1-\omega^2/2\mu^2)$, the second replacement requires $(\varepsilon_\infty-1)\omega^2/2\mu^2\ll1$.

If $1/\varepsilon_\infty\ge\alpha$, then $f_{\rm M}\ge1/\varepsilon_\infty\ge\alpha>f_{\rm H}$ at every finite $q$: HSE has less exact exchange than the benchmark at every finite momentum. That does not by itself fix the sign of $D$, because the semilocal shift is subtracted. The gains must be computed.

\section{A crystal in which the gains can be computed}

The model is a simple-cubic lattice of attractive wells $-V_0e^{-r^2/2s^2}$, with spacing 0.30 nm, $s=0.05$ nm and $V_0=55$ eV. Two electrons per cell fill one band. Diagonalization in plane waves puts the valence maximum at the zone corner and the conduction minimum at the centre of a zone face; the indirect gap is 10.0 eV. These levels play the part of the semilocal starting point.

The gains follow from the overlaps $S_n$ and the density. The long-range part was integrated over the length and direction of $\mathbf q$, the remainder summed on a $6\times6\times6$ mesh of the Brillouin zone. In laboratory units $\omega=2.08\ \text{nm}^{-1}$; I choose $\mu=13\ \text{nm}^{-1}$.

The leading gain at $\omega$ is $2\omega/\sqrt\pi=3.38$ eV. The computed $g_v+g_c=0.00479\ \text{nm}^2$ reduces it by the fraction $2\omega^2(g_v+g_c)=2(2.08)^2(0.00479)=0.041$, or 0.14 eV, to 3.24 eV. The full overlap integral gives 3.26 eV. The local potential itself opens the gap by 0.19 eV, which is subtracted; with one more digit kept, $G(\omega)=3.256-0.193=3.06$ eV. The leading law is thus 10\% too high here. The other gains are $G(\mu)=9.33$ eV and $G(\infty)=10.38$ eV.

HSE raises the starting gap by $\alpha[G(\infty)-G(\omega)]=0.25(10.38-3.06)=1.83$ eV. For $\varepsilon_\infty=3$, Eq.~(\ref{deficit}) gives
\begin{equation}
D=0.75(10.38)+0.25(3.06)-\tfrac23(9.33)=2.33\ \text{eV}.
\end{equation}
The following values hold the orbitals and $\mu$ fixed and change $\varepsilon_\infty$ alone. Energies are in eV.
\begin{center}
\begin{tabular}{cccc}
$\varepsilon_\infty$ & total $D$ & long range $D_L$ & short range\\
2 & 3.89 & 1.55 & 2.34\\
3 & 2.33 & 1.04 & 1.29\\
5 & 1.09 & 0.64 & 0.45\\
15 & $-0.16$ & 0.24 & $-0.40$
\end{tabular}
\end{center}

\section{Reading the numbers}

At $\varepsilon_\infty=3$, the omitted long-range exchange accounts for 1.04 of 2.33 eV, or 45\%. The simple estimate $2\omega/(\sqrt\pi\,\varepsilon_\infty)$ gives 1.13 eV. The remainder arises because the benchmark has more than one quarter of exact exchange at short range as well. Its size depends on the semilocal form: with a PBE-type exchange hole on the same orbitals it drops from 1.3 to 1.0 eV, while the long-range part stays near 1.05 eV. The statement that HSE gaps are too small because long-range exchange is missing is therefore about half the explanation in this model at $\varepsilon_\infty=3$.

At $\varepsilon_\infty=15$ the long-range omission still costs 0.24 eV, but the short-range part has changed sign. At intermediate $q$, between $\omega$ and $\mu$, HSE can have the larger fraction: at $q=6\ \text{nm}^{-1}$ the two formulas give $f_{\rm M}=0.12$ and $f_{\rm H}=0.22$. This excess outweighs the omission, and the HSE gap ends 0.16 eV above the benchmark. For this $\mu$ the small error of the model at strong screening is partly a cancellation, not a sign that long-range exchange has vanished. The balance is delicate: at $\mu=11\ \text{nm}^{-1}$ the short-range part nearly vanishes and the HSE gap is 0.26 eV below the benchmark.

The kernels first cross at $\varepsilon_\infty=5.6$ for the chosen $\omega$ and $\mu$, found by a numerical search over $q$. The gap deficit changes sign later. Setting $D=0$ in Eq.~(\ref{deficit}) gives $1-1/\varepsilon_\infty=8.55/9.33$, hence $\varepsilon_\infty\simeq12$. This value drops to about 10 with a PBE-type exchange hole, and it is sensitive to the screening length: in the local-density form it would be about 27 for $\mu=11\ \text{nm}^{-1}$ and 9 for $\mu=15\ \text{nm}^{-1}$. Between the kernel crossing and the sign change, HSE has too much exact exchange at some momenta and still too small a gap.

One can now see what changing $\alpha$ would do. Each unit of $\alpha$ adds $G(\infty)-G(\omega)=7.32$ eV. Matching the benchmark needs $\alpha=0.25+2.33/7.32=0.57$ at $\varepsilon_\infty=3$, but $\alpha=0.25-0.16/7.32=0.23$ at $\varepsilon_\infty=15$. With $\omega$ fixed, no single fraction serves both values of $\varepsilon_\infty$ in this model. The comparison isolates the effect of screening; a real semiconductor also has other orbitals and a smaller gap, which change the gains. Keeping one quarter of exact exchange at long range, as a global hybrid does, adds $\alpha G(\omega)=0.77$ eV whatever the screening. That removes a third of the deficit at $\varepsilon_\infty=3$ and makes the excess at $\varepsilon_\infty=15$ larger.

The division between ranges depends on the cut at $\omega$, but its long-range part depends little on the screening length. For $\varepsilon_\infty=3$, changing $\mu$ from 11 to 15 nm$^{-1}$ lowers $D$ from 2.63 to 2.13 eV, while $D_L$ stays between 1.05 and 1.04 eV. The long-range omission is the better determined half.

\section{The crystal's own screening, and real oxides}

The value $\varepsilon_\infty=3$ was imposed on the orbitals. The crystal's own response follows from independent-particle transitions without local fields,
\begin{equation}
\varepsilon(q)=1+\frac{16\pi}{\Omega q^2}\left\langle\sum_c\frac{|\langle u_{c,\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle|^2}{E_{c,\mathbf k+\mathbf q}-E_{v\mathbf k}}\right\rangle_{\mathbf k},
\end{equation}
where $\Omega$ is the cell volume. At small $q$ it gives 1.35 with two special $\mathbf k$ points and 1.40 with sixteen. Fitting $f_{\rm M}$ to $1/\varepsilon(q)$ at seven momenta along a cube axis gives $\mu=13.7\ \text{nm}^{-1}$ with a largest deviation of 0.03 for the two-point set, which is not converged; a denser mesh gives about $12.5\ \text{nm}^{-1}$ and a deviation of 0.01. Both are close to the chosen value. The Gaussian form is thus adequate for this crystal. With its own screening the deficit would be about 6 eV, of which a little over 2 eV is long-range.

Wide-gap oxide dielectrics have $\varepsilon_\infty$ of roughly 2 to 5, so 3 is a reasonable example and 1.4 is far too low. Their valence bands are mainly oxygen $p$ states, with several filled bands and more valence electrons per volume than this crystal. The leading long-range law survives that change, because $S\to1$ at a valence edge and $S\to0$ at a conduction edge for any number of filled bands. The corrections to this law and the short-range gains depend on the orbitals, and the total of 2.3 eV should not be carried over to a particular oxide.

Real oxides also break the assumption of a rigid lattice. In lowest-order polaron theory each carrier's energy is lowered by $\alpha_p\hbar\omega_{\rm LO}$, with $\alpha_p=(1/\varepsilon_\infty-1/\varepsilon_0)\sqrt{{\rm Ry}\,m/\hbar\omega_{\rm LO}}$ and $m$ in electron masses. Rough oxide-like values are a phonon energy of 80 meV, static constant $\varepsilon_0=10$, and masses 0.4 and 2. They give couplings 1.9 and 4.3, and a gap reduction of $0.08(1.9+4.3)=0.50$ eV. Since the masses and the phonon energy are only rough, this is a size estimate. A gap measured for separate carriers, as by photoemission and inverse photoemission, includes this reduction and a rigid-lattice hybrid does not, so a comparison with it would show a deficit smaller by about this amount. An optical onset needs a different correction: the lattice polarizations of a bound electron and hole partly cancel, and their attraction lowers the onset.

Fixed orbitals are a mild assumption for the long-range part. Restoring a fraction $1/3$ of it opens the gap by 1.02 eV to first order. Diagonalizing with the new exchange operator, built from the old filled states, gives 1.02 eV again. This does not include self-consistent changes of the density, nor relaxation under the stronger short-range exchange.

For a wide-gap bulk insulator with nearly isotropic screening, the estimate $2\omega/(\sqrt\pi\,\varepsilon_\infty)$ therefore indicates how much gap a short-range hybrid lacks beyond its cut, relative to a kernel that keeps the fraction $1/\varepsilon_\infty$ at long range. At an interface or in a film a few atomic layers thick, screening depends on position and direction, and a single $\varepsilon_\infty$ no longer defines the missing fraction.
